# Step-flow velocity from adatom diffusion between perfectly absorbing steps: verification in Python

```python
"""Step flow with desorption: velocity of equally spaced, perfectly absorbing steps.

Result under test:
    v = 2 * Omega * lam * (F - n_eq/tau) * tanh(L / (2*lam)),  lam = sqrt(D*tau)
v: step velocity, L: terrace width, Omega: area per site, F: arrival rate per area,
D: adatom diffusion coefficient, tau: mean time before desorption,
n_eq: adatom density held at each step.  Lengths in nm, times in s.
Also tested: the effect of step motion on the diffusion field, and the changed
law when attachment at the steps has a finite velocity k.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Model parameters
spacing = 0.4                      # site spacing, nm
height = 0.3                       # step height, nm
D = 1.0e6                          # nm^2/s
tau = 0.01                         # s
arrival_ml = 0.5                   # monolayers per second
coverage_eq = 0.001                # equilibrium adatom coverage
widths = [20.0, 100.0, 400.0, 1000.0]

Omega = spacing**2
F = arrival_ml / Omega
n_eq = coverage_eq / Omega
lam = np.sqrt(D * tau)
excess_coverage = Omega * (F * tau - n_eq)


def velocity(L, flux):
    return 2 * Omega * lam * (flux - n_eq / tau) * np.tanh(L / (2 * lam))


def profile(x, L, flux):
    """Adatom density; x is measured from the middle of the terrace."""
    shape = np.cosh(x / lam) / np.cosh(L / (2 * lam))
    return flux * tau - (flux * tau - n_eq) * shape


def hopping_model(L, flux):
    """Steady state of site-by-site hopping between two step sites."""
    N = round(L / spacing)
    hop = D / spacing**2
    bands = np.zeros((3, N - 1))
    bands[0, 1:] = -hop
    bands[1, :] = 2 * hop + 1 / tau
    bands[2, :-1] = -hop
    source = np.full(N - 1, flux)
    source[0] += hop * n_eq
    source[-1] += hop * n_eq
    n = solve_banded((1, 1), bands, source)
    # Atoms hopping into the step from both sides, plus the net vapour
    # exchange of the step's own row of sites.
    gain = hop * spacing * (n[0] + n[-1] - 2 * n_eq)
    gain += spacing * (flux - n_eq / tau)
    x = spacing * np.arange(1, N) - L / 2
    return Omega * gain, x, n


# Hopping model against the continuum formulas, in growth and in sublimation
hopping_v = {}
for flux in (F, 0.0):
    for L in widths:
        v_hop, x, n = hopping_model(L, flux)
        # lattice error is of order (spacing/lam)^2 / 8 = 2e-6
        assert abs(v_hop / velocity(L, flux) - 1) < 5e-6
        assert np.max(np.abs(n / profile(x, L, flux) - 1)) < 1e-5
        if flux > 0:
            hopping_v[L] = v_hop
            assert v_hop > 0
        else:
            assert v_hop < 0

# Conservation: what stays on one terrace is what advances one step
for L in widths:
    kept = quad(lambda x: F - profile(x, L, F) / tau, -L / 2, L / 2,
                epsabs=0, epsrel=1e-10)[0]
    assert abs(Omega * kept / velocity(L, F) - 1) < 1e-8

# Narrow and wide terraces, judged on the hopping model
net_ml = Omega * (F - n_eq / tau)
assert abs(hopping_v[20.0] / (net_ml * 20.0) - 1) < 0.004
assert abs(hopping_v[1000.0] / (2 * lam * net_ml) - 1) < 2e-4


def chebyshev(M):
    """Collocation points on [-1, 1] and the differentiation matrix."""
    j = np.arange(M + 1)
    x = np.cos(np.pi * j / M)
    c = np.ones(M + 1)
    c[0] = c[-1] = 2
    c = c * (-1.0)**j
    diff = x[:, None] - x[None, :] + np.eye(M + 1)
    d = np.outer(c, 1 / c) / diff
    return d - np.diag(d.sum(axis=1))


cheb = chebyshev(48)


def supply(s, p=0.0, kappa=None):
    """Scaled total flux into a step, from the differential equation.

    Lengths in lam; s = L/lam, p = v*lam/(2*D), kappa = k*lam/D.
    The unknown is u = (F*tau - n)/(F*tau - n_eq): u'' + 2 p u' - u = 0.
    kappa=None means perfect absorption, u = 1 at both steps.
    """
    d = -2 / s * cheb
    size = len(d)
    A = d @ d + 2 * p * d - np.eye(size)
    b = np.zeros(size)
    unit = np.eye(size)
    if kappa is None:
        A[0], A[-1] = unit[0], unit[-1]
        b[0] = b[-1] = 1
    else:
        A[0] = -d[0] + kappa * unit[0]
        A[-1] = d[-1] + kappa * unit[-1]
        b[0] = b[-1] = kappa
    slope = d @ np.linalg.solve(A, b)
    return slope[-1] - slope[0]


def supply_moving(s, p):
    q = np.sqrt(1 + p * p)
    return 2 * q * (np.cosh(q * s) - np.cosh(p * s)) / np.sinh(q * s)


def correction_factor(X):
    return 0.5 + X / np.sinh(2 * X) - (X / np.sinh(X))**2


def moving_p(s, excess):
    """Self-consistent scaled velocity from the collocated equation."""
    return brentq(lambda p: 2 * p - excess * supply(s, p), 0, 2 * excess,
                  xtol=1e-14)


# Moving steps: closed formula, then the leading correction to fixed steps
for s in (1.0, 4.0, 8.0):
    for p in (0.1, 0.5):
        assert abs(supply(s, p) / supply_moving(s, p) - 1) < 1e-8
shift = {}
for excess in (0.02, 0.3):
    shift[excess] = moving_p(4.0, excess) / (excess * np.tanh(2.0)) - 1
predicted = (0.02 * np.tanh(2.0))**2 * correction_factor(2.0)
assert abs(shift[0.02] / predicted - 1) < 0.01   # next order is neglected
G = correction_factor(np.linspace(0.05, 15, 600))
assert np.all(G > 0) and np.all(G < 0.5 + 1e-12)

# Finite attachment velocity: the pure tanh law fails, and returns for large k
for s in (1.0, 4.0, 8.0):
    t = np.tanh(s / 2)
    for kappa in (0.2, 1.0, 20.0):
        assert abs(supply(s, kappa=kappa) / (2 * t / (1 + t / kappa)) - 1) < 1e-8
    assert abs(supply(s, kappa=1e5) / (2 * t) - 1) < 2e-5
slow_narrow = supply(1.0, kappa=1.0) / (2 * np.tanh(0.5))
slow_wide = supply(8.0, kappa=1.0) / (2 * np.tanh(4.0))
assert slow_narrow / slow_wide > 1.2

# Worked example
print(f"site spacing = {spacing:.1f} nm, step height = {height:.1f} nm")
print(f"area per site Omega = {Omega:.2f} nm^2")
print(f"D = {D:.1e} nm^2/s, tau = {tau:.3f} s")
print(f"diffusion length lam = {lam:.1f} nm")
print(f"arrival = {arrival_ml:.2f} monolayer/s, F = {F:.4f} nm^-2 s^-1")
print(f"equilibrium coverage = {coverage_eq:.4f}, n_eq = {n_eq:.5f} nm^-2")
print(f"desorption at equilibrium = {coverage_eq / tau:.2f} monolayer/s")
print(f"net supply Omega*(F - n_eq/tau) = {net_ml:.2f} monolayer/s")
print(f"excess coverage Omega*(F*tau - n_eq) = {excess_coverage:.4f}")
print(f"wide-terrace limit of v = {2 * lam * net_ml:.2f} nm/s")
for L in widths:
    X = L / (2 * lam)
    v = velocity(L, F)
    print(f"L = {L:.0f} nm: X = {X:.2f}, tanh X = {np.tanh(X):.5f}")
    print(f"  v formula = {v:.4f} nm/s, v hopping = {hopping_v[L]:.4f} nm/s")
    print(f"  narrow-terrace estimate of v = {net_ml * L:.2f} nm/s")
    print(f"  incorporated fraction of net supply = {v / (net_ml * L):.4f}")
    print(f"  mid-terrace n/n_eq = {profile(0.0, L, F) / n_eq:.4f}")
    print(f"  growth rate h*v/L = {height * v / L:.5f} nm/s")
rate = height * velocity(100.0, F) / 100.0
print(f"L = 100 nm growth rate = {rate * constants.hour / 1000:.4f} um/h")
print(f"L = 100 nm, F = 0: v = {velocity(100.0, 0.0):.4f} nm/s")
p_wide = excess_coverage * np.tanh(5.0)
print("moving-step relative correction, L = 1000 nm = "
      f"{p_wide**2 * correction_factor(5.0):.2e}")
print(f"upper bound, half excess coverage squared = {excess_coverage**2 / 2:.2e}")
print(f"L = 4 lam, excess coverage 0.02: correction = {shift[0.02]:.3e}")
print(f"  leading-order prediction = {predicted:.3e}")
print(f"L = 4 lam, excess coverage 0.30: correction = {shift[0.3]:.4f}")
print(f"k*lam/D = 1: v/v_perfect at L = lam = {slow_narrow:.4f}")
print(f"k*lam/D = 1: v/v_perfect at L = 8 lam = {slow_wide:.4f}")
print("done: every assertion held")
```

It prints:

```
site spacing = 0.4 nm, step height = 0.3 nm
area per site Omega = 0.16 nm^2
D = 1.0e+06 nm^2/s, tau = 0.010 s
diffusion length lam = 100.0 nm
arrival = 0.50 monolayer/s, F = 3.1250 nm^-2 s^-1
equilibrium coverage = 0.0010, n_eq = 0.00625 nm^-2
desorption at equilibrium = 0.10 monolayer/s
net supply Omega*(F - n_eq/tau) = 0.40 monolayer/s
excess coverage Omega*(F*tau - n_eq) = 0.0040
wide-terrace limit of v = 80.00 nm/s
L = 20 nm: X = 0.10, tanh X = 0.09967
  v formula = 7.9734 nm/s, v hopping = 7.9735 nm/s
  narrow-terrace estimate of v = 8.00 nm/s
  incorporated fraction of net supply = 0.9967
  mid-terrace n/n_eq = 1.0199
  growth rate h*v/L = 0.11960 nm/s
L = 100 nm: X = 0.50, tanh X = 0.46212
  v formula = 36.9694 nm/s, v hopping = 36.9694 nm/s
  narrow-terrace estimate of v = 40.00 nm/s
  incorporated fraction of net supply = 0.9242
  mid-terrace n/n_eq = 1.4527
  growth rate h*v/L = 0.11091 nm/s
L = 400 nm: X = 2.00, tanh X = 0.96403
  v formula = 77.1222 nm/s, v hopping = 77.1224 nm/s
  narrow-terrace estimate of v = 160.00 nm/s
  incorporated fraction of net supply = 0.4820
  mid-terrace n/n_eq = 3.9368
  growth rate h*v/L = 0.05784 nm/s
L = 1000 nm: X = 5.00, tanh X = 0.99991
  v formula = 79.9927 nm/s, v hopping = 79.9929 nm/s
  narrow-terrace estimate of v = 400.00 nm/s
  incorporated fraction of net supply = 0.2000
  mid-terrace n/n_eq = 4.9461
  growth rate h*v/L = 0.02400 nm/s
L = 100 nm growth rate = 0.3993 um/h
L = 100 nm, F = 0: v = -9.2423 nm/s
moving-step relative correction, L = 1000 nm = 7.93e-06
upper bound, half excess coverage squared = 8.00e-06
L = 4 lam, excess coverage 0.02: correction = 1.001e-04
  leading-order prediction = 1.001e-04
L = 4 lam, excess coverage 0.30: correction = 0.0226
k*lam/D = 1: v/v_perfect at L = lam = 0.6839
k*lam/D = 1: v/v_perfect at L = 8 lam = 0.5002
done: every assertion held
```
